# Time to 90 Percent Coverage in One-Site and Two-Site Langmuir Adsorption

## Problem

A clean surface downstream of a chlorine plasma has $N_s=7\times10^{14}$ adsorption sites per cm². In one experiment it receives Cl atoms, each of which needs one empty site. In a second experiment it receives Cl₂ molecules, each of which splits and needs two neighbouring empty sites. The Cl₂ pressure is chosen so that the coverage $\theta$, the filled fraction of sites, starts to rise at the same rate $r$ in both experiments.

The Cl pressure is 0.100 mTorr, the gas temperature is 500 K, and the initial sticking probability is 0.5 for both species. How long does each surface take to reach $\theta=0.9$, first in units of $1/r$ and then in milliseconds?

Assume a constant supply, no loss of adsorbed atoms, and a sticking probability that falls only because sites are filled. For the molecules, assume also that adsorbed atoms mix quickly over the surface and neither attract nor repel each other, so that the occupations of neighbouring sites are uncorrelated. This last assumption is the mean-field approximation.

## The two rate equations

Let $\Gamma_1$ be the flux of atoms and $s_1$ their initial sticking probability. An atom finds its site empty with probability $1-\theta$, and each success fills one site:

$$\frac{d\theta}{dt}=r(1-\theta),\qquad r=\frac{s_1\Gamma_1}{N_s}.$$

For molecules, with flux $\Gamma_2$ and initial sticking probability $s_2$, both sites of a pair must be empty. In mean field this has probability $(1-\theta)^2$. Each success fills two sites, which gives a factor 2:

$$\frac{d\theta}{dt}=r(1-\theta)^2,\qquad r=\frac{2s_2\Gamma_2}{N_s}.$$

Equal coverage rates therefore mean half as many sticking events per second for the molecules on the clean surface.

## Estimate by scaling

Let $u=1-\theta$ be the empty fraction, which must fall from 1 to 0.1. Both laws read $du/dt=-ru^n$, with $n=1$ or $n=2$. The time in which $u$ changes by an amount comparable to itself is

$$\frac{u}{|du/dt|}=\frac{1}{r\,u^{\,n-1}}.$$

For one-site adsorption this is $1/r$ at every stage. Going from 1 to 0.1 takes $\log_2 10\approx3.3$ halvings, each lasting about $1/r$, so the estimate is $3/r$.

For two-site adsorption the time is $1/(ru)$, which grows as the surface fills. The last stage, at $u=0.1$, dominates and gives about $10/r$.

## Exact solution

**One site.** Separate the variables and integrate from the clean surface:

$$\int_0^\theta\frac{d\theta'}{1-\theta'}=-\ln(1-\theta)=rt,\qquad \theta=1-e^{-rt}.$$

At $\theta=0.9$ the left side is $-\ln 0.1=\ln 10$, so

$$t_1=\frac{\ln 10}{r}\approx\frac{2.303}{r}.$$

**Two sites.** The same procedure gives

$$\int_0^\theta\frac{d\theta'}{(1-\theta')^2}=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta}=rt,\qquad \theta=\frac{rt}{1+rt}.$$

At $\theta=0.9$ this is $0.9/0.1$, so

$$t_2=\frac{9}{r}.$$

**Numbers.** The flux to a wall is the gas density $p/(k_BT)$ times the mean inward velocity. For a Maxwell distribution and particle mass $m$,

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}},$$

and therefore $\Gamma=p/\sqrt{2\pi mk_BT}$. Here $p$ is the pressure of the undisturbed gas supply, since the density is lower right next to a surface that keeps half the arriving atoms. With $p=0.01333$ Pa and $m=5.887\times10^{-26}$ kg, the Cl flux is $2.64\times10^{16}$ cm⁻² s⁻¹. Then

$$r=\frac{0.5\times2.64\times10^{16}}{7\times10^{14}}\ \text{s}^{-1}=18.8\ \text{s}^{-1},$$

$$t_1=\frac{2.303}{18.8\ \text{s}^{-1}}=122\ \text{ms},\qquad t_2=\frac{9}{18.8\ \text{s}^{-1}}=478\ \text{ms}.$$

The last digits follow from the unrounded $r$. The matching Cl₂ flux is half the Cl flux. Since $p\propto\Gamma\sqrt m$ at fixed temperature, the Cl₂ pressure is $\tfrac12\sqrt2$ times the Cl pressure, or 0.0707 mTorr.

## Comparison of estimate and solution

The one-site estimate before rounding, $3.3/r$, is 44 percent above the exact value, because a halving takes $\ln2/r$ and not $1/r$. The two-site estimate, $10/r$, is 11 percent above the exact value. It keeps the term $1/u$ at the end point and drops the $-1$ that comes from the clean surface.

The estimate also shows where the difference between the laws arises. For a general target $f$ the scaled times are $\ln[1/(1-f)]$ and $f/(1-f)$:

| Target | One-site $rt$ | Two-site $rt$ | Ratio |
|---|---|---|---|
| 50% | 0.693 | 1.00 | 1.44 |
| 90% | 2.303 | 9.00 | 3.91 |
| 99% | 4.605 | 99.0 | 21.5 |

For small $f$ the times are $f+f^2/2+\dots$ and $f+f^2+\dots$, so they agree to first order, as equal initial rates require. Near full coverage one grows logarithmically and the other as $1/(1-f)$. When the one-site surface reaches 90 percent, the two-site surface stands at $2.303/3.303=70$ percent.

## When the adsorbed atoms do not mix

The one-site law needs no mixing, since each site fills independently of its neighbours. The two-site law does. If atoms stay where they land, single empty sites become trapped between filled ones, and no molecule can use them.

A line of sites shows this in closed form. Let molecules try each neighbouring pair at rate $\kappa$. There is one pair per site and each success fills two sites, so $r=2\kappa$. Let $E_n$ be the probability that $n$ given consecutive sites are empty. A molecule can land on one of the $n-1$ pairs inside the group. It can also land on one of the two pairs that straddle an end, which requires the outside neighbour to be empty too:

$$\frac{dE_n}{dt}=-\kappa\left[(n-1)E_n+2E_{n+1}\right].$$

Try $E_n=e^{-(n-1)\kappa t}\phi(t)$ with $\phi(0)=1$. The derivative of the exponential reproduces the first term on the right. What remains, after division by $e^{-(n-1)\kappa t}$, is

$$\frac{d\phi}{dt}=-2\kappa e^{-\kappa t}\phi,\qquad \phi=\exp\left[-2\left(1-e^{-\kappa t}\right)\right].$$

Since $E_1=\phi$, the coverage is $\theta=1-\phi$. It tends to $1-e^{-2}=0.865$, so the frozen line never reaches 90 percent. A simulation with 400 000 sites ended at 0.864.

On a square lattice there are two pairs per site, so $r=4\kappa$. Four simulations of frozen atoms on $600\times600$ sites ended at a mean coverage of 0.907, barely above the target. They reached 90 percent at $rt=13.05$ on average. The standard deviation among the four was 0.10, but so few runs fix the scatter only roughly; over more runs of this size it is nearer 0.2, so the time is known as $rt\approx13.1$, to about $\pm0.1$. For the example this is about 690 ms, roughly 45 percent more than the mean-field time.

If the atoms do not interact, sufficiently fast exchange should restore the mean-field result. With the same landing rule and 200 exchange trials per site in a time $1/r$, two runs on $200\times200$ sites gave a mean of $rt=9.14$. The expected scatter can be found from the mean-field law. On $N$ sites with empty fraction $u$, successes occur at rate $\tfrac12Nru^2$. The waiting time for one success then has variance $4/(N^2r^2u^4)$, and there are $\tfrac12N\,du$ successes in an interval $du$. The variance of the scaled time is

$$\int_{0.1}^{1}\frac N2\,\frac{4}{N^2u^4}\,du=\frac{2}{3N}\left(10^3-1\right)=\frac{666}{N}.$$

For $N=40\,000$ the standard deviation is 0.13 per run, or 0.09 for the mean of two. The result lies about one and a half standard deviations above 9, which is compatible with mean field but does not exclude a small remaining effect of correlations.

## Losses and a mobile precursor

**Linear loss.** Suppose each filled site is emptied at rate $\varepsilon r$. For atoms,

$$\frac{d\theta}{dt}=r\left[1-(1+\varepsilon)\theta\right],\qquad \theta=\frac{1-e^{-(1+\varepsilon)rt}}{1+\varepsilon}.$$

Setting $\theta=0.9$ and solving for the time gives

$$rt=-\frac{\ln[1-0.9(1+\varepsilon)]}{1+\varepsilon}.$$

One such loss is recombination, in which an arriving Cl atom removes an adsorbed one as Cl₂. With a probability of 0.02 per hit on a filled site, $\varepsilon=0.02/0.5=0.04$ and $rt=2.643$. The one-site time rises by 15 percent, to 140 ms.

The net filling rate falls steadily with $\theta$, so 90 percent is reached if this rate is still positive there. For one site this requires $0.1>0.9\,\varepsilon$, or $\varepsilon<1/9$. For two sites in mean field it requires $0.01>0.9\,\varepsilon$, or $\varepsilon<1/90$. With well-mixed atoms, the two-site surface therefore tolerates ten times less loss. This limit does not apply to frozen atoms, where a lost atom can leave a single empty site that no molecule can fill. They tolerate far less loss. In simulations on the square lattice the coverage peaked at 0.899 for $\varepsilon=10^{-3}$, roughly a tenth of the mean-field limit. With very small loss, 90 percent is passed only for a while. An atom lost away from any empty site adds a vacancy, while one lost next to an empty site opens a pair that is refilled and so removes a vacancy. The two processes balance at a coverage near 0.85.

Ions also remove atoms. For a current density $J$ and one atom removed per ion that hits a filled site, $\varepsilon=J/(eN_sr)$. At 1 µA/cm² this is $4.7\times10^{-4}$. The one-site time grows by 0.14 percent and the mean-field two-site time by 1.5 percent. For frozen atoms on the square lattice the same current lengthens the time from about $13.1/r$ to about $14.8/r$, some 13 percent. At the fixed $r$ of the example, 90 percent becomes unreachable at 235 µA/cm² for atoms and 23.5 µA/cm² for molecules with well-mixed adsorbed atoms, and already at about 2 µA/cm² for molecules with frozen atoms on the square lattice.

**Precursor.** A weakly held particle may visit several places before it sticks or leaves. Let a visited place be free with probability $e_f$, independently at each visit. At a free place the particle sticks with probability $p_a$ or leaves with probability $p_d$. At a filled place it leaves with probability $p_d'$. Otherwise it moves on. Its total chance of sticking is the share of sticking among all final outcomes:

$$S=\frac{e_fp_a}{e_f(p_a+p_d)+(1-e_f)p_d'}.$$

Dividing by the value at $e_f=1$, which is $p_a/(p_a+p_d)$, gives

$$\frac{S}{S_0}=\frac{e_f}{e_f+K(1-e_f)},\qquad K=\frac{p_d'}{p_a+p_d}.$$

The coverage grows at rate $rS/S_0$, so $r\,dt=[(1-K)+K/e_f]\,d\theta$. With $e_f=1-\theta$ or $(1-\theta)^2$, the integral of $1/e_f$ is the earlier scaled time $\tau$, and

$$rt=(1-K)f+K\tau.$$

For $K=0.5$ and $f=0.9$ this gives $0.45+1.151=1.601$ for atoms and $0.45+4.5=4.95$ for molecules. These are reductions of 30 and 45 percent. They rely on independent visits. If a molecule moves only to adjoining pairs, each new pair shares a site with the last one. A blocked pair is then more likely to be followed by another blocked pair, and the reduction for molecules is somewhat smaller. The value $K=1$ restores the original laws.

## Relation to a real surface

The site density is roughly that of a silicon surface. The sticking, recombination and precursor parameters are rough illustrative values, not measurements. A Cl pressure of 0.1 mTorr is low for a process plasma, and at fixed temperature and sticking both times scale as $1/p$, as long as the particles reach the surface without colliding in the gas. At higher total pressure collisions slow the supply, and the flux formula with the undisturbed pressure then gives too large a flux. The no-loss assumption requires weak recombination and an ion current far below the limits found here. On a wafer in a dense etching plasma the ion current can be of order 1 mA/cm², above all the limits found here, although those limits rise in proportion to $r$. Thermal desorption is negligible if the barrier is about 2 eV: at 300 K, with a prefactor of $10^{13}$ s⁻¹, its rate is $2.5\times10^{-21}$ s⁻¹. Such strong binding may also make the atoms slow to move, and then the two-site time shifts towards the frozen value. The square lattice is only one example of that value and does not represent the actual arrangement of silicon sites. The result depends on which pairs a molecule can use. If each site belonged to just one pair, frozen atoms would leave no single empty sites, and the surface would fill by the faster one-site law. Forces between neighbouring adsorbed atoms matter too, even with fast mixing: repulsion makes empty pairs rarer and lengthens the two-site time, while attraction shortens it. For the values used here, a precursor with independent visits shortens the two-site time by 45 percent, and frozen atoms on the square lattice lengthen it by about as much, while an ion current of 1 µA/cm² adds only 1.5 percent to the mean-field time but about 13 percent to the frozen one. In the mean-field law without a precursor, a loss ratio above $1/90$ would matter more, since 90 percent would then never be reached. The numerical output lists the values used.

## Computed results

```
SCALED TIMES r*t (dimensionless)
to 50%: one-site 0.6931, two-site 1.0000, ratio 1.443
to 90%: one-site 2.3026, two-site 9.0000, ratio 3.909
to 99%: one-site 4.6052, two-site 99.0000, ratio 21.498
event sums, 1000000 sites: 2.3026 and 8.9999
coverage at r*t = 2.303, two-site: 0.6972
MIXING OF ADSORBED ATOMS
frozen line, r*t=2: simulated 0.7193, formula 0.7175
frozen line, final: simulated 0.8641, formula 0.8647
frozen square lattice, final coverage: 0.9070
frozen square lattice, r*t to 90%: 13.05
  run-to-run standard deviation: 0.10
fast exchange, r*t to 90%: 9.14
  exchange trials per site in time 1/r: 200
EXAMPLE INPUTS (rough)
Cl pressure: 0.100 mTorr = 0.01333 Pa
gas temperature: 500 K
Cl mass: 5.8866e-26 kg
initial sticking, Cl and Cl2: 0.5, 0.5
site density: 7.00e+14 cm^-2
EXAMPLE RESULTS
Cl flux: 2.6385e+16 cm^-2 s^-1
initial coverage rate r: 18.846 s^-1
matching Cl2 flux: 1.3192e+16 cm^-2 s^-1
matching Cl2 pressure: 0.0707 mTorr
one-site time to 90%: 0.1222 s = 122.2 ms
two-site time to 90%: 0.4775 s = 477.5 ms
NEGLECTED EFFECTS (rough inputs)
recombination probability on filled site: 0.02
  loss ratio: 0.0400
  final one-site coverage: 0.9615
  one-site r*t: 2.6431, time 140.2 ms
  change: 14.8 %
largest loss ratio for 90%: 0.1111 and 0.0111
ion current: 1.0 uA/cm^2, yield 1 atom/ion
  loss ratio: 4.731e-04
  one-site change: 0.14 %
  two-site change: 1.53 %
  current limit, one-site: 234.9 uA/cm^2
  current limit, two-site: 23.5 uA/cm^2
thermal desorption: 2.0 eV, 300 K, prefactor 1e+13 s^-1
  rate: 2.5e-21 s^-1
precursor K: 0.50
  r*t: one-site 1.6013, two-site 4.9500
  changes: -30.5 % and -45.0 %
frozen square lattice, two-site time: 692 ms
  change: 45 %
```
